# G0W0 and GW0 against exact diagonalization for the six-site Hubbard ring

**Question**

I want to test GW on a model that I can also diagonalize: the Hubbard ring with six sites, hopping $-t$, repulsion $U$ and six electrons, at $U/t=2$ and $4$. I need the spectra, the gap and the quasiparticle weight $Z$. I am stuck on three points.

1. $U$ acts between opposite spins only. Does the polarization then contain one spin or two?
2. In GW0 each iteration multiplies the number of poles of $G$. How can I iterate without a fit or an analytic continuation?
3. Should GW0 come closer to exact diagonalization than G0W0? If both are off, how do I tell which part of the approximation is responsible?

**Answer**

Set $t=1$. The levels are $\varepsilon_k=-2\cos k$, that is $-2,-1,-1,1,1,2$. Three electrons of each spin fill the lower three, so the mean-field gap is 2. "Exact" below means exact for this ring, not for the infinite chain.

**The interaction and the starting point**

Since $n_\sigma^2=n_\sigma$, with $n=n_\uparrow+n_\downarrow$,
$$Un_\uparrow n_\downarrow=\tfrac U2\,(n^2-n)=\tfrac U2\,n(n-1).$$
This is a spin-independent interaction $v_{ij}=U\delta_{ij}$, and I use GW in that form. The polarization then contains both spins. The Hartree term is $U\langle n\rangle=U$ and the Fock term is $-U\langle n_\sigma\rangle=-U/2$. Their sum $U/2$ equals the chemical potential at half filling, so I measure energies from there. Particle-hole symmetry keeps $\langle n_\sigma\rangle=1/2$ during the iteration, and the static part never changes. $G_0$ therefore has poles at $\varepsilon_k$ with weight one.

Keeping $v$ spin-dependent would define a different GW approximation, so the choice must be stated with the results.

**Screened interaction in pole form**

Let $\Delta$ run over the energies of transitions from occupied $k$ to empty $k+q$. Then
$$P_q(\omega)=\frac2L\sum_\Delta\left[\frac1{\omega-\Delta}-\frac1{\omega+\Delta}\right]=\frac4L\,r^T(\omega^2-D^2)^{-1}r,$$
where $D$ is the diagonal matrix of the $\Delta$ and $r$ has components $\sqrt\Delta$. The RPA gives
$$W_q=\frac{U}{1-UP_q}=U+U^2\chi_q,\qquad \chi_q=\frac{P_q}{1-UP_q}.$$

To find the poles of $\chi_q$, put $A=\omega^2-D^2$, $g=4/L$ and $p=r^TA^{-1}r$, so that $P_q=gp$. Let $y$ solve $(A-gU\,rr^T)y=r$. Then $y=A^{-1}r\,(1+gU\,r^Ty)$. Multiplying by $r^T$ gives $r^Ty=p/(1-gUp)$, hence $\chi_q=g\,r^Ty$. The poles $\Omega_s^2$ are thus the eigenvalues of
$$M=D^2+\frac{4U}L\,rr^T,$$
with normalized eigenvectors $z_s$. Splitting $1/(\omega^2-\Omega^2)$ into partial fractions gives
$$\chi_q=\sum_s a_s\left[\frac1{\omega-\Omega_s}-\frac1{\omega+\Omega_s}\right],\qquad a_s=\frac2L\frac{(r^Tz_s)^2}{\Omega_s}.$$

At $q=\pi/3$ there is one transition, with $\Delta=2$, so $\Omega^2=4+4U/3$. At $q=\pi$ the transitions are $4,2,2$, which gives
$$P_\pi(0)=-\frac4L\left(\frac14+\frac12+\frac12\right)=-\frac56.$$
The static $W_\pi$ is therefore $U/(1+5U/6)$: 0.75 at $U=2$ and 0.92 at $U=4$.

**Self-energy**

On the imaginary axis
$$\Sigma_c(k,i\nu)=-\frac1L\sum_q\int\frac{d\nu'}{2\pi}\,G(k-q,i\nu+i\nu')\,[W_q(i\nu')-U].$$
Take one pole of $G$, with energy $E_j$ and residue $R_j$, and one mode $s$. Since $\chi$ contributes $-2\Omega_sa_s/(\nu'^2+\Omega_s^2)$, the two minus signs cancel and the integral is
$$U^2a_sR_j\int\frac{d\nu'}{2\pi}\frac{2\Omega_s}{\nu'^2+\Omega_s^2}\,\frac1{i\nu+i\nu'-E_j}.$$
For $E_j>0$ the pole of $G$ lies in the lower half plane. Closing the contour above picks up $\nu'=i\Omega_s$ and gives $1/(i\nu-E_j-\Omega_s)$. For $E_j<0$ one closes below and gets $1/(i\nu-E_j+\Omega_s)$. Together,
$$\Sigma_c(k,\omega)=\frac{U^2}L\sum_{q,s,j}\frac{a_sR_j}{\omega-E_j-\mathrm{sgn}(E_j)\,\Omega_s},$$
where $j$ runs over the poles at $k-q$. Direct quadrature of the frequency integral, with $W$ taken from $U/(1-UP)$, agrees with this to about $10^{-12}$.

**From $\Sigma$ to $G$, and the iteration**

Write $\Sigma_c=\sum_jw_j/(\omega-x_j)$. Build a symmetric matrix with diagonal $(\varepsilon_k,x_1,x_2,\dots)$ and first row $(\varepsilon_k,\sqrt{w_1},\sqrt{w_2},\dots)$, all other elements being zero. The lower rows of its eigenvalue equation give $u_j=\sqrt{w_j}\,u_0/(E-x_j)$. Inserted in the first row, this is
$$E=\varepsilon_k+\Sigma_c(k,E).$$
Normalization then gives
$$u_0^2=\Big[1+\sum_j\frac{w_j}{(E-x_j)^2}\Big]^{-1}=\frac1{1-\partial_\omega\Sigma_c}.$$
One diagonalization thus yields every pole of $G$ and its weight, and $Z$ is $u_0^2$ at the quasiparticle pole.

GW0 puts this $G$ back into $\Sigma_c$ and keeps $W$ fixed. To stop the growth, compress the poles of $\Sigma_c$, separately for $x_j>0$ and $x_j<0$. Run $m$ Lanczos steps on the diagonal matrix of the $x_j$, starting from the vector $\sqrt{w_j/\sum_iw_i}$. The eigenvalues of the resulting tridiagonal matrix are the new poles. Their weights are the squared first components times $\sum_iw_i$. This is Gauss quadrature, which preserves the moments of the distribution up to order $2m-1$. Going from $m=40$ to $70$ changes the broadened spectrum given below by no more than rounding error.

**Exact side**

Use $U(n_\uparrow-\frac12)(n_\downarrow-\frac12)$, which subtracts $\mu=U/2$ per electron and adds a constant. The six-electron sector has dimension $20\times20=400$; those with one spin-up electron more or less have $15\times20=300$. The gap is $E(7)+E(5)-2E(6)$. $Z$ is the squared overlap of $c_k^\dagger|6\rangle$ with the lowest seven-electron level at $k=2\pi/3$. By particle-hole symmetry the gap is twice that addition energy.

**Weak coupling: what GW gets wrong first**

To order $U^2$, replace $\chi_q$ by $P_q$: the poles are then the $\Delta$, and each transition has strength $2/L$. The 2 counts the spins in the bubble. In the exact theory the equal-spin bubble is cancelled by the second-order exchange diagram, because equal spins do not interact on a site. GW lacks that diagram. The exact term is therefore half the GW one:
$$\Sigma^{(2)}(k,\omega)=\frac{U^2}{L^2}\sum_{a,b}\frac1{\omega-\varepsilon_a-\varepsilon_b+\varepsilon_c},\qquad c=a+b-k,$$
with $a,b$ empty and $c$ occupied, or the reverse.

For $k=2\pi/3$ and $\omega=1$, momentum conservation leaves three addition terms with denominator $-3$, three removal terms with denominator 6 and three with denominator 4. Hence
$$\Sigma^{(2)}=\frac{U^2}{36}\left(-1+\frac12+\frac34\right)=\frac{U^2}{144},$$
$$1-Z\simeq\frac{U^2}{36}\left(\frac39+\frac3{36}+\frac3{16}\right)=\frac{29}{1728}\,U^2.$$
The gap grows by $2\Sigma^{(2)}=U^2/72=0.0139\,U^2$, and $1-Z=0.0168\,U^2$. Exact diagonalization at small $U$ confirms both coefficients, and G0W0 gives twice both. As $U\to0$, then, GW with the spin-independent interaction opens the gap too much and makes $Z$ too small. With $v$ acting between opposite spins only, the second-order term contains just the opposite-spin bubble, and this factor of two is absent.

**Results at $U=2$ and $4$**

"Second order" solves Dyson's equation with $\Sigma^{(2)}$. "Bare bubble" uses the two-spin bubble without screening. "evGW0" updates only the quasiparticle energies in $G$.

| | gap, $U=2$ | $Z$ | gap, $U=4$ | $Z$ |
|---|---|---|---|---|
| second order | 2.0521 | 0.9368 | 2.1749 | 0.7856 |
| bare bubble | 2.0979 | 0.8807 | 2.2878 | 0.6440 |
| G0W0 | 2.0467 | 0.9445 | 2.1288 | 0.8738 |
| evGW0 | 2.0458 | 0.9443 | 2.1243 | 0.8735 |
| GW0 | 2.0432 | 0.9467 | 2.1103 | 0.8845 |
| exact | 2.0887 | 0.9336 | 2.6275 | 0.7599 |

At $U=2$ the G0W0 gap is 2% below the exact one, but that flatters it, because most of the gap is the mean-field value 2. Of the exact increase of 0.089, G0W0 gives 0.047, about half. At $U=4$ it gives 0.129 of 0.628, about a fifth; the total gap is 19% too small and $Z$ is 15% too large. The signs are opposite to those at weak coupling.

The rows of the table separate the causes. At $U=4$, counting the equal-spin bubble raises the gap from 2.17 to 2.29, and screening lowers it to 2.13. The correct second-order term alone is not enough either: that row also falls far short of 2.63. What is missing lies in higher orders outside the charge RPA.

The G0W0 shift is also a small difference of larger numbers. At $U=4$ the addition poles of $\Sigma_c$ push the level down by 0.362 and the removal poles push it up by 0.426:
$$E=1-0.362+0.426=1.064,\qquad 2E=2.13.$$

Self-consistency does not help here. GW0 is slightly farther from the exact gap and $Z$ than G0W0 at both couplings. At $U=4$ updating the energies lowers the gap by 0.005. Including the reduced weights and the satellites in $G$ lowers it by a further 0.014.

**Spectra**

With Lorentzian half width 0.5, the local spectral function per spin at $U=4$ and $\omega=3$ is 0.032 in G0W0, 0.033 in GW0 and 0.073 exactly. At $U=2$ the three values are 0.038, 0.037 and 0.054.

The individual satellites show a structural difference. At $k=2\pi/3$ and $U=4$ the strongest exact satellite is a removal peak at $-2.60$ with weight 0.086. G0W0 cannot have a removal peak there. Its removal poles of $\Sigma_c$ lie at $E_j-\Omega_s$ with $E_j\le-1$. For $U>0$ the matrix $M$ is $D^2$ plus a positive matrix, so $\Omega_s\ge2$, and these poles lie at or below $-3$. Between the highest of them and the lowest addition pole, $\omega-\varepsilon_k-\Sigma_c$ rises monotonically from $-\infty$ to $+\infty$. It has one zero there, the quasiparticle. All removal satellites of G0W0 at this $k$ therefore lie below $-3$. Its strongest satellite is instead an addition peak at 6.24 with weight 0.049.

Measured from the highest removal energy, $-2.6275/2=-1.31$, the exact satellite costs $2.597-1.314\simeq1.28$. At $U=2$ the same difference is $2.648-1.044\simeq1.60$. This excitation softens as $U$ grows, while the charge modes in $W$ harden, as $\Omega^2=4+4U/3$ shows. I read it as an excitation with a strong spin component, which a charge-only $W$ does not contain. It is not simply the spin gap: the lowest triplet of the six-electron ring costs only 0.77 at $U=4$ and falls towards zero at large $U$ (0.055 at $U=50$), while this excitation still costs about 0.7 there, so the motion of the hole contributes as well. The reading is a conjecture, since I have not fully resolved the character of the state.

**A warning about the starting point**

The paramagnetic mean field itself becomes unstable. Let $\delta n_\uparrow$ be a staggered change of the spin-up density. Its potential is $U\delta n_\downarrow$, so $\delta n_\uparrow=-SU\delta n_\downarrow$ with
$$S=\frac1L\sum_k\frac{f_k-f_{k+\pi}}{\varepsilon_{k+\pi}-\varepsilon_k}=\frac16\cdot2\left(\frac14+\frac12+\frac12\right)=\frac5{12},$$
where $f_k$ is the occupation and the sum runs over all $k$. A spin pattern has $\delta n_\downarrow=-\delta n_\uparrow$, which requires $US=1$, or $U_c=2.4$. At $U=4$ a staggered Hartree-Fock solution lies lower in energy, at $-2.84$ against $-2.00$ (total energies with the unshifted interaction $Un_\uparrow n_\downarrow$). Its gap of 3.63 overshoots the exact 2.63 by 38%, so at the Hartree-Fock level breaking the symmetry replaces one error by another; GW on that reference is not computed here. The $U=4$ comparison thus tests GW on a paramagnetic reference that is no longer the lowest mean-field state. The remaining values are in the numerical output below.

## Calculated quantities

```
sites, electrons: 6 6 ; energies in t
mean-field gap: 2.0000 t
U^2 coefficients: gap shift [1/t], 1-Z [1/t^2]
 momentum sum  0.013889 0.016782
 exact diag.   0.013889 0.016782
 G0W0          0.027755 0.033544
staggered mean-field instability U_c: 2.4000 t
U=4 staggered HF: moment 0.7578, gap 3.6314 t
U=4 HF energy: staggered -2.8363, param. -2.0000 t
--- U = 2 t: gap [t], Z, occupation at k=2pi/3
 2nd order   2.0521 0.9368 0.0281
 bare bubble 2.0979 0.8807 0.0526
 G0W0        2.0467 0.9445 0.0246
 evGW0       2.0458 0.9443 0.0246
 GW0         2.0432 0.9467 0.0236
 exact       2.0887 0.9336 0.0323
 static W at q=pi: 0.7500 t
 G0W0 Sigma_c parts: add -0.1272, remove 0.1506 t
 G0W0 top satellite, k=2pi/3: 5.2072 t, weight 0.0212
 exact top satellite, k=2pi/3: -2.6477 t, weight 0.0181
 local A(w) [1/t], half width 0.5 t: w, G0W0, GW0, exact
  0 t  0.090  0.090  0.086
  1 t  0.236  0.236  0.231
  2 t  0.141  0.142  0.140
  3 t  0.038  0.037  0.054
  4 t  0.027  0.026  0.025
  5 t  0.016  0.016  0.013
  6 t  0.010  0.010  0.007
 GW0 A(w) change, order 40 to 70: 2.2e-16 1/t
 quadrature check of Sigma: 1.9e-12 t
--- U = 4 t: gap [t], Z, occupation at k=2pi/3
 2nd order   2.1749 0.7856 0.0937
 bare bubble 2.2878 0.6440 0.1541
 G0W0        2.1288 0.8738 0.0567
 evGW0       2.1243 0.8735 0.0563
 GW0         2.1103 0.8845 0.0519
 exact       2.6275 0.7599 0.1311
 static W at q=pi: 0.9231 t
 G0W0 Sigma_c parts: add -0.3619, remove 0.4263 t
 G0W0 top satellite, k=2pi/3: 6.2369 t, weight 0.0489
 exact top satellite, k=2pi/3: -2.5974 t, weight 0.0857
 local A(w) [1/t], half width 0.5 t: w, G0W0, GW0, exact
  0 t  0.079  0.081  0.052
  1 t  0.216  0.219  0.142
  2 t  0.126  0.129  0.135
  3 t  0.032  0.033  0.073
  4 t  0.026  0.025  0.044
  5 t  0.026  0.024  0.031
  6 t  0.020  0.017  0.012
 GW0 A(w) change, order 40 to 70: 6.2e-15 1/t
 quadrature check of Sigma: 2.2e-12 t
```
